# Suzuki-Chin Forces by Fixed-Displacement Differences and Multiple Time Steps: verification in Python

```python
"""
Result under test: the Suzuki-Chin correction force on a bead,
    F = -(2 w d / omega_P^2) (u . grad) f,   u = f / mass,
can be replaced by |u| [f(q + h n) - f(q - h n)] / (2 h), n = u/|u|, h fixed,
with error/|u| <= M3 h^2/6 + eta/h, and applied at a longer outer time step.
Symbols: f physical force, w bead weight (2/3 even, 4/3 odd), d = 1/12 on odd
beads and 0 on even beads, omega_P = P/(beta hbar), M3 bound on the third
directional derivative of f, eta norm of the error of one displaced force.
Atomic units (hbar = 1) inside; arrays have shape (coordinate, bead, replica).
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)
kelvin = 1 / sc.physical_constants["hartree-kelvin relationship"][0]
fs = 1e-15 / sc.physical_constants["atomic unit of time"][0]
wavenumber = sc.physical_constants["hartree-inverse meter relationship"][0] / 100

# Model and simulation parameters
k1, k2, a, b = 0.5, 0.1, 1.2, 1.0
mass = np.array([1800.0, 3600.0]).reshape(2, 1, 1)
temperature, P, replicas = 300.0, 32, 256
beta = 1 / (temperature * kelvin)
beta_P = beta / P
omega_P = 1 / beta_P
h, eta = 0.01, 1e-6
inner, M = 0.1 * fs, 4
friction = 0.4 / fs
weight = np.where(np.arange(P) % 2 == 0, 2 / 3, 4 / 3).reshape(1, P, 1)
w_odd, d_odd = 4 / 3, 1 / 12
strength = w_odd * d_odd / omega_P**2
omega1, omega2 = np.sqrt(k1 / 1800.0), np.sqrt(k2 / 3600.0)
evaluations = 0


def potential(q):
    x, y = q
    return (0.5 * k1 * x * x * (1 - a * x + 7 * a * a * x * x / 12)
            + 0.5 * k2 * y * y * (1 - b * x + b * b * x * x / 2))


def force(q):
    global evaluations
    x, y = q
    evaluations += x.size
    fx = -(k1 * x * (1 - 1.5 * a * x + 7 * a * a * x * x / 6)
           + 0.5 * k2 * y * y * (b * b * x - b))
    fy = -k2 * y * (1 - b * x + b * b * x * x / 2)
    return np.array([fx, fy])


def directional(q, v):
    """(v . grad) f to machine precision by a complex step."""
    step = 1e-20
    return force(q + 1j * step * v).imag / step


def fd_directional(q, f, size, forward=False):
    """(u . grad) f by finite differences with a fixed displacement."""
    u = f / mass
    norm = np.sqrt((u * u).sum(axis=0))
    n = u / np.where(norm == 0, 1.0, norm)
    if forward:
        return norm * (force(q + size * n) - f) / size
    return norm * (force(q + size * n) - force(q - size * n)) / (2 * size)


# --- Forces against derivatives of the defining potentials
points = rng.uniform(-0.4, 0.4, (2, 5, 4))
f_points = force(points)
exact_correction = -2 * strength * directional(points, f_points / mass)
for i in range(2):
    shift = np.zeros((2, 1, 1), complex)
    shift[i] = 1e-20j
    grad_v = potential(points + shift).imag / 1e-20
    moved = force(points + shift)
    grad_c = (strength * (moved * moved / mass).sum(axis=0)).imag / 1e-20
    assert np.allclose(f_points[i], -grad_v, rtol=1e-10, atol=1e-13)
    assert np.allclose(exact_correction[i], -grad_c, rtol=1e-9, atol=1e-13)

# --- Relative size of the correction for a small harmonic displacement
tiny = np.array([1e-6, 0.0]).reshape(2, 1, 1)
f_tiny = force(tiny)
ratio_measured = (-2 * strength * directional(tiny, f_tiny / mass)[0]
                  / (w_odd * f_tiny[0])).item()
ratio_formula = (omega1 / omega_P)**2 / 6
assert abs(ratio_measured / ratio_formula - 1) < 1e-4

# --- Curl of the approximate force: second order against first order
def curl(size, forward):
    q0 = np.array([0.15, 0.20]).reshape(2, 1, 1)
    parts = []
    for i in range(2):
        q = q0.astype(complex)
        q[i] += 1e-20j
        parts.append(fd_directional(q, force(q), size, forward).imag / 1e-20)
    return (parts[0][1] - parts[1][0]).item()


curl_symmetric = curl(h, False) / curl(h / 2, False)
curl_forward = curl(h, True) / curl(h / 2, True)
assert abs(curl_symmetric - 4) < 0.01
assert 1.7 < curl_forward < 2.3

# --- Thermal averages on a grid, from diagonalization and from products
def kinetic(points_1d, m):
    n, dx = len(points_1d), points_1d[1] - points_1d[0]
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    t = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
    return t / (2 * m * dx * dx)


gx, gy = np.linspace(-0.72, 1.03, 28), np.linspace(-1.0, 1.0, 26)
tx, ty = kinetic(gx, 1800.0), kinetic(gy, 3600.0)
mesh = np.array(np.meshgrid(gx, gy, indexing="ij"))
v_grid = potential(mesh).ravel()
f2_grid = (force(mesh)**2 / mass).sum(axis=0).ravel()


def heat_kernel(t, tau):
    e, c = np.linalg.eigh(t)
    return (c * np.exp(-tau * e)) @ c.T


def thermal_mean(rho_diagonal):
    return (rho_diagonal @ v_grid) / rho_diagonal.sum()


energies, states = np.linalg.eigh(np.kron(tx, np.eye(26))
                                  + np.kron(np.eye(28), ty) + np.diag(v_grid))
v_exact = thermal_mean(states**2 @ np.exp(-beta * (energies - energies[0])))


def product_mean(beads, scheme, site="even", d=d_odd):
    tau = beta / beads
    kernel = np.kron(heat_kernel(tx, tau), heat_kernel(ty, tau))
    if scheme == "trotter":
        half = np.exp(-tau * v_grid / 2)
        link, power = half[:, None] * kernel * half, beads
    else:
        even = np.exp(-tau * 2 / 3 * v_grid)
        odd = np.exp(-tau * 4 / 3 * (v_grid + d * tau**2 * f2_grid))
        outer, middle = (even, odd) if site == "even" else (odd, even)
        edge = np.sqrt(outer)
        link = edge[:, None] * ((kernel * middle) @ kernel) * edge
        power = beads // 2
    return thermal_mean(np.diag(np.linalg.matrix_power(link, power)))


bead_list = (16, 32, 64)
v_sc = {n: product_mean(n, "suzuki-chin") for n in bead_list}
v_tr = {n: product_mean(n, "trotter") for n in bead_list}
order_sc = np.log2(abs((v_sc[32] - v_exact) / (v_sc[64] - v_exact)))
order_tr = np.log2(abs((v_tr[32] - v_exact) / (v_tr[64] - v_exact)))
assert 3.5 < order_sc < 4.5
assert 1.8 < order_tr < 2.2
v_sc_odd = product_mean(P, "suzuki-chin", "odd")
v_plain_even = product_mean(P, "suzuki-chin", "even", 0.0)
v_plain_odd = product_mean(P, "suzuki-chin", "odd", 0.0)

# --- Ring-polymer dynamics with the correction on the outer time step
def fast_force(q, phys):
    neighbours = np.roll(q, 1, axis=1) + np.roll(q, -1, axis=1)
    return weight * phys + mass * omega_P**2 * (neighbours - 2 * q)


def slow_force(q, phys):
    return -2 * strength * fd_directional(q[:, 1::2], phys[:, 1::2], h)


def run(q, p, dt, substeps, n_outer, gamma=0.0, observe=None):
    q, p = q.copy(), p.copy()
    phys = force(q)
    fast, slow = fast_force(q, phys), slow_force(q, phys)
    keep = np.exp(-gamma * dt)
    noise = np.sqrt((1 - keep**2) * mass / beta_P)
    for _ in range(n_outer):
        p[:, 1::2] += 0.5 * dt * substeps * slow
        for _ in range(substeps):
            p += 0.5 * dt * fast
            q += 0.5 * dt * p / mass
            if gamma > 0:
                p = keep * p + noise * rng.standard_normal(p.shape)
            q += 0.5 * dt * p / mass
            phys = force(q)
            fast = fast_force(q, phys)
            p += 0.5 * dt * fast
        slow = slow_force(q, phys)
        p[:, 1::2] += 0.5 * dt * substeps * slow
        if observe is not None:
            observe(q, p, phys)
    return q, p


shape = (2, P, replicas)
q = np.zeros(shape)
p = rng.standard_normal(shape) * np.sqrt(mass / beta_P)
q, p = run(q, p, inner, M, 250, friction)
sums, n_outer = np.zeros((2, replicas)), 2000


def collect(q, p, phys):
    v = potential(q)
    sums[0] += v[0::2].mean(axis=0)
    sums[1] += v[1::2].mean(axis=0)


q, p = run(q, p, inner, M, n_outer, friction, collect)
means = sums / n_outer
md_even, md_odd = means.mean(axis=1)
err_even, err_odd = means.std(axis=1, ddof=1) / np.sqrt(replicas)
# four standard errors plus 0.4 percent for the finite outer time step
assert abs(md_even - v_sc[P]) < 4 * err_even + 0.004 * v_sc[P]
assert abs(md_odd - v_sc_odd) < 4 * err_odd + 0.004 * v_sc_odd
# the run must be able to tell that the correction is present
assert abs(md_odd - v_plain_odd) > 4 * err_odd

# --- Error bound on thermal configurations, with noisy displaced forces
angles = np.linspace(0, np.pi, 2001)
rays = np.array([np.cos(angles), np.sin(angles)])[:, :, None]
s = 0.1
third = (force(2 * s * rays) - 2 * force(s * rays) + 2 * force(-s * rays)
         - force(-2 * s * rays)) / (2 * s**3)
M3 = np.sqrt((third**2).sum(axis=0)).max()
sample = q[:, 1::2]
u = force(sample) / mass
u_norm = np.sqrt((u**2).sum(axis=0))
n = u / u_norm
reference = directional(sample, n)
phi = rng.uniform(0, 2 * np.pi, (2,) + u_norm.shape)
noise_plus = eta * np.array([np.cos(phi[0]), np.sin(phi[0])])
noise_minus = eta * np.array([np.cos(phi[1]), np.sin(phi[1])])


def worst_error(size, noisy):
    plus = force(sample + size * n) + noisy * noise_plus
    minus = force(sample - size * n) + noisy * noise_minus
    deviation = (plus - minus) / (2 * size) - reference
    return np.sqrt((deviation**2).sum(axis=0)).max()


u_rms = np.sqrt((u_norm**2).mean())
scaled_size = h * u_norm / u_rms
trunc_fixed, trunc_scaled = worst_error(h, 0), worst_error(scaled_size, 0)
total_fixed, total_scaled = worst_error(h, 1), worst_error(scaled_size, 1)
bound = M3 * h**2 / 6 + eta / h
assert trunc_fixed <= M3 * h**2 / 6 * (1 + 1e-5)
assert total_fixed <= bound * (1 + 1e-5)
assert trunc_scaled > 2 * trunc_fixed and total_scaled > 3 * total_fixed
h_best = (3 * eta / M3)**(1 / 3)
h_search = minimize_scalar(lambda z: M3 * z**2 / 6 + eta / z,
                           bounds=(1e-4, 0.1), method="bounded",
                           options={"xatol": 1e-9}).x
assert abs(h_search / h_best - 1) < 1e-3

# --- Spurious work of the two difference formulas along the same trajectories
work = np.zeros((2, replicas))


def add_work(q, p, phys):
    qo, fo = q[:, 1::2], phys[:, 1::2]
    velocity = p[:, 1::2] / mass
    true = directional(qo, fo / mass)
    for i, forward in enumerate((False, True)):
        wrong = -2 * strength * (fd_directional(qo, fo, h, forward) - true)
        work[i] += M * inner * (velocity * wrong).sum(axis=(0, 1))


run(q, p, inner, M, 125, observe=add_work)
work_sym, work_fwd = np.sqrt((work**2).mean(axis=1))
assert work_fwd > 5 * work_sym

# --- Energy fluctuation without thermostat, and force evaluations
def ring_energy(q, p, phys):
    link = q - np.roll(q, 1, axis=1)
    e = (p**2 / (2 * mass) + 0.5 * mass * omega_P**2 * link**2).sum(axis=(0, 1))
    e += (weight[0] * potential(q)).sum(axis=0)
    return e + strength * (phys[:, 1::2]**2 / mass).sum(axis=(0, 1))


def fluctuation(dt, substeps, steps):
    series, counts = [], []

    def record(q, p, phys):
        series.append(ring_energy(q, p, phys))
        counts.append(evaluations)

    run(q, p, dt, substeps, steps, observe=record)
    series = np.array(series)
    rms = np.sqrt(((series - series.mean(axis=0))**2).mean())
    return rms, (counts[-1] - counts[-2]) / (P * replicas * substeps)


rms_inner, cost_inner = fluctuation(inner, 1, 500)
rms_split, cost_split = fluctuation(inner, M, 125)
rms_outer, cost_outer = fluctuation(M * inner, 1, 125)
assert rms_split < 1.5 * rms_inner
assert rms_outer > 5 * rms_split
assert abs(cost_split - (1 + 1 / M)) < 1e-12 and abs(cost_inner - 2) < 1e-12

# --- Resonance limit of the outer step for the harmonic ring
eye = np.eye(P)
k_fast = (omega_P**2 * (2 * eye - np.roll(eye, 1, 0) - np.roll(eye, -1, 0))
          + np.diag(weight.ravel() * omega1**2))
k_slow = np.diag(np.where(np.arange(P) % 2 == 1, 2 * strength * omega1**4, 0.0))
squares, modes = np.linalg.eigh(k_fast)
freq = np.sqrt(squares)
k_slow = modes.T @ k_slow @ modes
freq_max, kappa = freq[-1], k_slow[-1, -1]


def spectral_radius(step):
    cosine, sine = np.cos(freq * step), np.sin(freq * step)
    flow = np.block([[np.diag(cosine), np.diag(sine / freq)],
                     [np.diag(-freq * sine), np.diag(cosine)]])
    kick = np.block([[eye, 0 * eye], [-0.5 * step * k_slow, eye]])
    return np.abs(np.linalg.eigvals(kick @ flow @ kick)).max()


theta = brentq(lambda t: t * np.sin(t / 2)
               - 2 * freq_max**2 / kappa * np.cos(t / 2), 2.0, np.pi)
limit_formula = theta / freq_max
unit = np.pi / freq_max
assert all(spectral_radius(z * unit) < 1 + 1e-6
           for z in np.linspace(0.02, 0.98, 100))
limit_ring = next(z * unit for z in np.arange(0.98, 1.002, 0.0002)
                  if spectral_radius(z * unit) > 1 + 1e-6)
assert abs(limit_ring - limit_formula) < 0.0006 * unit
assert M * inner < limit_formula

# --- Report
print(f"k1, k2 = {k1}, {k2} hartree/bohr^2; a, b = {a}, {b} 1/bohr")
print(f"masses = {mass[0].item():.0f}, {mass[1].item():.0f} electron masses")
print(f"temperature = {temperature:.0f} K; beads P = {P}; replicas = {replicas}")
print(f"harmonic wavenumbers = {omega1 * wavenumber:.0f}, "
      f"{omega2 * wavenumber:.0f} cm^-1")
print(f"beta = {beta:.2f} 1/hartree; omega_P = {omega_P:.5f} atomic units")
print(f"correction/physical force, stretch = {ratio_measured:.5f} (formula "
      f"{ratio_formula:.5f})")
print(f"curl ratio on halving h: symmetric {curl_symmetric:.3f}, "
      f"forward {curl_forward:.3f}")
print(f"mean potential, diagonalization = {1e3 * v_exact:.5f} millihartree")
for beads in bead_list:
    print(f"P = {beads}: Suzuki-Chin {1e3 * v_sc[beads]:.5f}, "
          f"Trotter {1e3 * v_tr[beads]:.5f} millihartree")
print(f"error order, P 32 to 64: Suzuki-Chin {order_sc:.2f}, Trotter {order_tr:.2f}")
print(f"P = {P}, odd beads, grid = {1e3 * v_sc_odd:.5f} millihartree")
print(f"P = {P}, correction omitted: even {1e3 * v_plain_even:.5f}, "
      f"odd {1e3 * v_plain_odd:.5f} millihartree")
print(f"inner step = {inner / fs:.2f} fs; outer step = {M * inner / fs:.2f} fs; M = {M}")
print(f"friction = {friction * fs:.2f} 1/fs; sampled time per replica = "
      f"{n_outer * M * inner / fs:.0f} fs")
print(f"dynamics, even beads = {1e3 * md_even:.4f} +- {1e3 * err_even:.4f} millihartree")
print(f"dynamics, odd beads = {1e3 * md_odd:.4f} +- {1e3 * err_odd:.4f} millihartree")
print(f"h = {h} bohr; eta = {eta:.1e} hartree/bohr; M3 = {M3:.4f} hartree/bohr^4")
print(f"bound: truncation {M3 * h**2 / 6:.3e}, noise {eta / h:.3e}, "
      f"sum {bound:.3e} hartree/bohr^2")
print(f"best h from bound = {h_best:.5f} bohr")
print(f"thermal |u| relative to rms: min {u_norm.min() / u_rms:.4f}, "
      f"max {u_norm.max() / u_rms:.3f}")
print(f"worst truncation error/|u|: fixed h {trunc_fixed:.3e}, "
      f"fixed multiplier {trunc_scaled:.3e} hartree/bohr^2")
print(f"worst error/|u| with noise: fixed h {total_fixed:.3e}, "
      f"fixed multiplier {total_scaled:.3e} hartree/bohr^2")
print(f"rms spurious work in 50 fs: symmetric {work_sym:.3e}, "
      f"forward {work_fwd:.3e} hartree")
print(f"rms ring energy fluctuation, all forces at inner step = {rms_inner:.3e} hartree")
print(f"rms ring energy fluctuation, split steps = {rms_split:.3e} hartree")
print(f"rms ring energy fluctuation, all forces at outer step = {rms_outer:.3e} hartree")
print(f"forces per bead per inner step: unsplit {cost_inner:.2f}, split {cost_split:.2f}")
print(f"highest fast frequency = {freq_max:.5f} atomic units; "
      f"half period = {unit / fs:.4f} fs")
print(f"outer-step limit: one-mode formula {limit_formula / fs:.4f} fs, "
      f"full ring {limit_ring / fs:.4f} fs")
print("every check passed")
```

Output:

```
k1, k2 = 0.5, 0.1 hartree/bohr^2; a, b = 1.2, 1.0 1/bohr
masses = 1800, 3600 electron masses
temperature = 300 K; beads P = 32; replicas = 256
harmonic wavenumbers = 3658, 1157 cm^-1
beta = 1052.58 1/hartree; omega_P = 0.03040 atomic units
correction/physical force, stretch = 0.05009 (formula 0.05009)
curl ratio on halving h: symmetric 4.000, forward 2.027
mean potential, diagonalization = 5.48531 millihartree
P = 16: Suzuki-Chin 5.40310, Trotter 4.96153 millihartree
P = 32: Suzuki-Chin 5.47840, Trotter 5.33223 millihartree
P = 64: Suzuki-Chin 5.48484, Trotter 5.44520 millihartree
error order, P 32 to 64: Suzuki-Chin 3.88, Trotter 1.93
P = 32, odd beads, grid = 5.08989 millihartree
P = 32, correction omitted: even 5.53084, odd 5.17429 millihartree
inner step = 0.10 fs; outer step = 0.40 fs; M = 4
friction = 0.40 1/fs; sampled time per replica = 800 fs
dynamics, even beads = 5.4631 +- 0.0085 millihartree
dynamics, odd beads = 5.0801 +- 0.0079 millihartree
h = 0.01 bohr; eta = 1.0e-06 hartree/bohr; M3 = 5.0400 hartree/bohr^4
bound: truncation 8.400e-05, noise 1.000e-04, sum 1.840e-04 hartree/bohr^2
best h from bound = 0.00841 bohr
thermal |u| relative to rms: min 0.0056, max 6.034
worst truncation error/|u|: fixed h 8.400e-05, fixed multiplier 3.058e-03 hartree/bohr^2
worst error/|u| with noise: fixed h 1.837e-04, fixed multiplier 9.273e-03 hartree/bohr^2
rms spurious work in 50 fs: symmetric 3.208e-07, forward 7.761e-05 hartree
rms ring energy fluctuation, all forces at inner step = 1.239e-03 hartree
rms ring energy fluctuation, split steps = 1.318e-03 hartree
rms ring energy fluctuation, all forces at outer step = 2.258e-02 hartree
forces per bead per inner step: unsplit 2.00, split 1.25
highest fast frequency = 0.06306 atomic units; half period = 1.2050 fs
outer-step limit: one-mode formula 1.2020 fs, full ring 1.2021 fs
every check passed
```
